# Site-by-Site Heat-Bath Sampling of Hirsch Fields in Constrained-Path Monte Carlo: verification in Python

```python
# Result under test: site-by-site heat-bath sampling of Hirsch fields in one
# constrained-path Monte Carlo slice of the Hubbard model (hopping t = 1).
#   walker, trial : pairs (up, down) of matrices, sites x electrons
#   overlap O     : product over spins of det(trial^T walker)
#   factor b      : exp(-dtau U/2 + s gamma x), s = +1 up, -1 down, x = +1 or -1,
#                   with cosh(gamma) = exp(dtau U/2)
#   ratio R(x)    : O after the field x at one site / O before it
#   p(x) = max(R(x),0)/(2 N),  N = [max(R(+1),0) + max(R(-1),0)]/2
# Claim: the mean of (weight * walker / O) is the field sum over all paths whose
# overlap stays positive; if none is cut, it is the exact interaction propagator.
# The sweep needs about 3 * sites * sum(electrons^2) multiplications.
import numpy as np
from itertools import combinations, product
from scipy.linalg import expm

SPINS = (0, 1)


def hopping_matrix(length_x, length_y):
    sites = length_x * length_y
    matrix = np.zeros((sites, sites))
    for x in range(length_x):
        for y in range(length_y):
            i = x * length_y + y
            if x + 1 < length_x:
                matrix[i, i + length_y] = matrix[i + length_y, i] = -1.0
            if y + 1 < length_y:
                matrix[i, i + 1] = matrix[i + 1, i] = -1.0
    return matrix


def field_factors(U, dtau):
    gamma = np.arccosh(np.exp(dtau * U / 2))
    return {x: [float(np.exp(-dtau * U / 2 + s * gamma * x)) for s in (1, -1)]
            for x in (1, -1)}


def overlap(trial, walker):
    return np.prod([np.linalg.det(trial[s].T @ walker[s]) for s in SPINS])


def inverse_overlaps(trial, walker):
    return [np.linalg.inv(trial[s].T @ walker[s]) for s in SPINS]


def sweep(walker, trial, inverse, factors, choose, order):
    """One heat-bath sweep; None if the walker dies or the path is forbidden."""
    walker, inverse = [w.copy() for w in walker], list(inverse)
    weight, path_probability, log = 1.0, 1.0, []
    for site in order:
        rows = [walker[s][site] @ inverse[s] for s in SPINS]
        density = [rows[s] @ trial[s][site] for s in SPINS]
        part = {x: [1 + (factors[x][s] - 1) * density[s] for s in SPINS]
                for x in (1, -1)}
        ratio = {x: part[x][0] * part[x][1] for x in (1, -1)}
        kept = {x: max(ratio[x], 0.0) for x in (1, -1)}
        norm = 0.5 * (kept[1] + kept[-1])
        if norm <= 0:
            return None
        probability = {x: 0.5 * kept[x] / norm for x in (1, -1)}
        x = choose(site, probability[1])
        if kept[x] == 0:
            return None
        weight = weight * norm
        path_probability = path_probability * probability[x]
        for s in SPINS:
            column = inverse[s] @ trial[s][site]
            scale = (factors[x][s] - 1) / part[x][s]
            inverse[s] = inverse[s] - np.outer(column * scale, rows[s])
            walker[s][site] = walker[s][site] * factors[x][s]
        log.append((site, density, ratio, probability[1], x, norm))
    return walker, inverse, weight, path_probability, log


# ---------- model, trial determinants and the many-electron basis ----------
U, dtau, electrons = 4.0, 0.1, (3, 2)
K = hopping_matrix(2, 3)
M = len(K)
order = list(range(M))
factors = field_factors(U, dtau)
half_kinetic = expm(-dtau / 2 * K)
levels, orbitals = np.linalg.eigh(K)
free_trial = [orbitals[:, :n].copy() for n in electrons]
free_energy = sum(levels[:n].sum() for n in electrons)
stagger = np.diag([(-1.0) ** (i // 3 + i % 3) for i in range(M)])
magnetic_trial = [np.linalg.eigh(K - 0.5 * s * stagger)[1][:, :n].copy()
                  for s, n in zip((1, -1), electrons)]
basis = [list(combinations(range(M), n)) for n in electrons]
occupied = [np.array([[float(i in state) for i in range(M)] for state in b])
            for b in basis]


def many_body_vector(det):
    amplitude = [np.array([np.linalg.det(det[s][list(state)]) for state in basis[s]])
                 for s in SPINS]
    return np.outer(amplitude[0], amplitude[1])


def many_body_hopping(states):
    index = {state: a for a, state in enumerate(states)}
    matrix = np.zeros((len(states), len(states)))
    for state in states:
        for i in state:
            for j in range(M):
                if K[j, i] != 0 and j not in state:
                    between = sum(min(i, j) < k < max(i, j) for k in state)
                    new = tuple(sorted(set(state) - {i} | {j}))
                    matrix[index[new], index[state]] += (-1) ** between * K[j, i]
    return matrix


many_half = [expm(-dtau / 2 * many_body_hopping(b)) for b in basis]
interaction = np.exp(-dtau * U * (occupied[0] @ occupied[1].T))


def exact_slice(vector):
    vector = many_half[0] @ vector @ many_half[1].T
    return many_half[0] @ (interaction * vector) @ many_half[1].T


# Hirsch identity on the four occupations of one site
for n_up, n_dn in product((0, 1), repeat=2):
    field_sum = 0.5 * sum(factors[x][0] ** n_up * factors[x][1] ** n_dn
                          for x in (1, -1))
    assert abs(field_sum - np.exp(-dtau * U * n_up * n_dn)) < 1e-13

# ---------- whole slice: all field paths against the exact propagator ----------
paths = list(product((1, -1), repeat=M))
propagator_error = 0.0
for trial in (free_trial, magnetic_trial):
    start = [w.copy() for w in free_trial]
    for i, x in enumerate((1, 1, -1, 1, -1, -1)):
        for s in SPINS:
            start[s][i] *= factors[x][s]
    start = [half_kinetic @ w for w in start]
    moved = [half_kinetic @ w for w in start]
    first_factor = overlap(trial, moved) / overlap(trial, start)
    assert first_factor > 0
    if trial is free_trial:
        assert abs(first_factor - np.exp(-dtau * free_energy / 2)) < 1e-11
    inverse = inverse_overlaps(trial, moved)
    mean_vector, total_probability = 0.0, 0.0
    for fields in paths:
        result = sweep(moved, trial, inverse, factors,
                       lambda site, p: fields[site], order)
        assert result is not None
        after, tracked, weight, prob, _ = result
        direct = overlap(trial, after) / overlap(trial, moved)
        assert abs(prob * weight * 2 ** M / direct - 1) < 1e-9
        final = [half_kinetic @ w for w in after]
        last_factor = overlap(trial, final) / overlap(trial, after)
        assert last_factor > 0
        total_probability += prob
        mean_vector = mean_vector + (prob * first_factor * weight * last_factor
                                     * many_body_vector(final) / overlap(trial, final))
    target = exact_slice(many_body_vector(start)) / overlap(trial, start)
    error = np.abs(mean_vector - target).max() / np.abs(target).max()
    propagator_error = max(propagator_error, error)
    assert abs(total_probability - 1) < 1e-11 and error < 1e-10

# ---------- worked sweep, checked site by site in the many-electron basis ----------
trial = free_trial
walker = [half_kinetic @ w for w in trial]
kinetic_factor = overlap(trial, walker) / overlap(trial, trial)
inverse = inverse_overlaps(trial, walker)
rng = np.random.default_rng(11)
uniform = np.round(rng.random(M), 4)
after, tracked, sweep_weight, sweep_probability, log = sweep(
    walker, trial, inverse, factors,
    lambda site, p: 1 if uniform[site] < p else -1, order)
inverse_error = max(np.abs(tracked[s] - inverse_overlaps(trial, after)[s]).max()
                    for s in SPINS)
assert inverse_error < 1e-11
trial_vector = many_body_vector(trial)
current = [w.copy() for w in walker]
for site, density, ratio, p_plus, x, norm in log:
    joint = trial_vector * many_body_vector(current)
    up, dn = occupied[0][:, site][:, None], occupied[1][:, site][None, :]
    assert abs((joint * up).sum() / joint.sum() - density[0]) < 1e-11
    assert abs((joint * dn).sum() / joint.sum() - density[1]) < 1e-11
    site_mean = (joint * np.exp(-dtau * U * up * dn)).sum() / joint.sum()
    closed_form = 1 + (np.exp(-dtau * U) - 1) * density[0] * density[1]
    assert abs(site_mean - norm) < 1e-11 and abs(site_mean - closed_form) < 1e-11
    for y in (1, -1):
        changed = (joint * factors[y][0] ** up * factors[y][1] ** dn).sum()
        assert abs(changed / joint.sum() - ratio[y]) < 1e-11
    for s in SPINS:
        current[s][site] *= factors[x][s]
final = [half_kinetic @ w for w in after]
last_factor = overlap(trial, final) / overlap(trial, after)
slice_weight = kinetic_factor * sweep_weight * last_factor
assert abs(slice_weight * sweep_probability * 2 ** M
           / (overlap(trial, final) / overlap(trial, trial)) - 1) < 1e-10

# spread of the weight factor: heat bath against uniformly drawn fields
probabilities, heat_weights, uniform_weights = [], [], []
for fields in paths:
    end, _, weight, prob, _ = sweep(walker, trial, inverse, factors,
                                    lambda site, p: fields[site], order)
    probabilities.append(prob)
    heat_weights.append(weight)
    uniform_weights.append(overlap(trial, end) / overlap(trial, walker))
probabilities, heat_weights, uniform_weights = map(
    np.array, (probabilities, heat_weights, uniform_weights))
mean_weight = probabilities @ heat_weights
assert abs(mean_weight - uniform_weights.mean()) < 1e-11
heat_spread = np.sqrt(probabilities @ (heat_weights - mean_weight) ** 2)
uniform_spread = uniform_weights.std()
assert heat_spread < uniform_spread
joint_law = uniform_weights / uniform_weights.sum()
law_distance = 0.5 * np.abs(joint_law - probabilities).sum()
assert law_distance > 1e-6 and np.ptp(heat_weights) > 1e-6

# random draws must follow the enumerated law
draws = 4000
field_mean = np.zeros(M)
for _ in range(draws):
    drawn = sweep(walker, trial, inverse, factors,
                  lambda site, p: 1 if rng.random() < p else -1, order)[4]
    field_mean += np.array([record[4] for record in drawn]) / draws
expected_mean = probabilities @ np.array(paths)
draw_error = np.abs(field_mean - expected_mean).max()
assert draw_error < 5 / np.sqrt(draws)


# ---------- constraint: a walker close to the node ----------
def direct_paths(start, path_factors, site_order):
    """Paths positive after every site, and paths positive at the end."""
    always, at_end = set(), set()
    for fields in paths:
        state, signs = [w.copy() for w in start], []
        for site in site_order:
            for s in SPINS:
                state[s][site] *= path_factors[fields[site]][s]
            signs.append(overlap(trial, state) > 0)
        if all(signs):
            always.add(fields)
        if signs[-1]:
            at_end.add(fields)
    return always, at_end


near_node = None
for attempt in range(600):
    candidate = [rng.normal(size=w.shape) for w in trial]
    if overlap(trial, candidate) <= 0:
        continue
    candidate_inverse = inverse_overlaps(trial, candidate)
    densities = [np.diag(candidate[s] @ candidate_inverse[s] @ trial[s].T)
                 for s in SPINS]
    largest = max(np.abs(d).max() for d in densities)
    if not 2 < largest < 20:
        continue
    forward, at_end = direct_paths(candidate, factors, order)
    backward, _ = direct_paths(candidate, factors, order[::-1])
    if forward and forward != backward and len(forward) < len(at_end):
        near_node = candidate
        break
assert near_node is not None
sampled_sum, path_sum, survival = 0.0, 0.0, 0.0
for fields in paths:
    result = sweep(near_node, trial, candidate_inverse, factors,
                   lambda site, p: fields[site], order)
    assert (result is not None) == (fields in forward)
    if result is not None:
        end, _, weight, prob, _ = result
        survival += prob
        sampled_sum = sampled_sum + (prob * weight * many_body_vector(end)
                                     / overlap(trial, end))
        scaled = [near_node[s] * np.array([factors[x][s] for x in fields])[:, None]
                  for s in SPINS]
        path_sum = path_sum + (many_body_vector(scaled) / 2 ** M
                               / overlap(trial, near_node))
assert np.abs(sampled_sum - path_sum).max() < 1e-7 * np.abs(path_sum).max()
tiny_dtau = 1e-8
tiny_kept = len(direct_paths(near_node, field_factors(U, tiny_dtau), order)[0])
assert tiny_kept == len(paths)


# ---------- cost: run the same code on numbers that count multiplications ----------
class Counted(float):
    tally = 0


def counted_operation(name, cost):
    plain = getattr(float, name)

    def operation(self, other):
        Counted.tally += cost
        return Counted(plain(self, other))
    return operation


for name, cost in (("mul", 1), ("rmul", 1), ("truediv", 1), ("rtruediv", 1),
                   ("add", 0), ("radd", 0), ("sub", 0), ("rsub", 0)):
    setattr(Counted, f"__{name}__", counted_operation(f"__{name}__", cost))
as_counted = np.vectorize(Counted, otypes=[object])


def count(task):
    Counted.tally = 0
    result = task()
    return Counted.tally, result


def gauss_jordan_inverse(matrix):
    a = matrix.copy()
    for k in range(len(a)):
        pivot = a[k, k]
        a[k, k] = type(pivot)(1.0)
        a[k] = a[k] / pivot
        for r in range(len(a)):
            if r != k:
                f = a[r, k]
                a[r, k] = type(pivot)(0.0)
                a[r] = a[r] - a[k] * f
    return a


def elimination_determinant(matrix):
    a, value = matrix.copy(), 1.0
    for k in range(len(a)):
        value = value * a[k, k]
        for r in range(k + 1, len(a)):
            f = a[r, k] / a[k, k]
            a[r, k + 1:] = a[r, k + 1:] - a[k, k + 1:] * f
    return value


def slice_cost(length_x, length_y, numbers):
    hop = hopping_matrix(length_x, length_y)
    vectors = np.linalg.eigh(hop)[1]
    guide = [as_counted(vectors[:, :n]) for n in numbers]
    step = as_counted(expm(-dtau * hop))
    kinetic, moved = count(lambda: [step @ g for g in guide])
    build, matrices = count(lambda: [guide[s].T @ moved[s] for s in SPINS])
    invert, inverses = count(lambda: [gauss_jordan_inverse(m) for m in matrices])
    fields = np.random.default_rng(3).random(len(hop))
    swept, result = count(lambda: sweep(
        moved, guide, inverses, factors,
        lambda site, p: 1 if fields[site] < p else -1, range(len(hop))))
    reference = np.linalg.inv(guide[0].astype(float).T @ result[0][0].astype(float))
    assert np.abs(result[1][0].astype(float) - reference).max() < 1e-8
    determinants, values = count(lambda: [elimination_determinant(m) for m in matrices])
    assert abs(float(values[0]) / np.linalg.det(matrices[0].astype(float)) - 1) < 1e-9
    return kinetic, build, invert, swept, determinants


constants = []
for shape, numbers in (((4, 4), (5, 3)), ((8, 8), (25, 25))):
    sites = shape[0] * shape[1]
    first, second, third = (sum(n ** k for n in numbers) for k in (1, 2, 3))
    kinetic, build, invert, swept, determinants = slice_cost(*shape, numbers)
    assert kinetic == sites ** 2 * first
    assert build == sites * second and invert == third
    assert determinants == (third - first) // 3 + first
    constants.append(swept / sites - 3 * second - 3 * first)
assert constants[0] == constants[1]
recomputed = 2 * sites * determinants
total_cost = kinetic + build + invert + swept

# ---------- numbers for the text ----------
print(f"Lattice 2 x 3 open, sites: {M}; electrons up, down: {electrons[0]}, {electrons[1]}")
print(f"U = {U:.1f} t, dtau = {dtau:.2f} / t")
print(f"gamma (no unit): {np.arccosh(np.exp(dtau * U / 2)):.6f}")
print(f"factor b, spin parallel to field (no unit): {factors[1][0]:.6f}")
print(f"factor b, spin opposite to field (no unit): {factors[1][1]:.6f}")
print(f"free-electron energy E0: {free_energy:.6f} t")
print(f"kinetic half-step factor, first (no unit): {kinetic_factor:.6f}")
print("Worked sweep (all columns without unit):")
print("site  random   G_up     G_down   R(+1)    R(-1)    p(+1)    x   N")
for site, density, ratio, p_plus, x, norm in log:
    print(f"{site + 1:3d}   {uniform[site]:.4f}  {density[0]:.5f}  {density[1]:.5f}  "
          f"{ratio[1]:.5f}  {ratio[-1]:.5f}  {p_plus:.5f}  {x:+d}  {norm:.5f}")
print(f"product of N over the sweep: {sweep_weight:.6f}")
print(f"probability of this field path: {sweep_probability:.6f}")
print(f"kinetic half-step factor, last: {last_factor:.6f}")
print(f"weight factor of the whole slice: {slice_weight:.6f}")
print(f"largest error of updated inverse: {inverse_error:.1e}")
print(f"largest relative error, 64-path mean against exact slice: {propagator_error:.1e}")
print(f"mean sweep weight over all paths: {mean_weight:.6f}")
print(f"standard deviation of weight, heat bath: {heat_spread:.6f}")
print(f"standard deviation of weight, uniform fields: {uniform_spread:.6f}")
print(f"smallest, largest heat-bath weight: {heat_weights.min():.6f}, {heat_weights.max():.6f}")
print(f"total variation distance, sequential to joint law: {law_distance:.6f}")
print(f"random sweeps drawn: {draws}; largest error of mean field: {draw_error:.4f}")
print(f"Near-node walker: largest |G| at start: {largest:.3f}")
print(f"paths in all: {len(paths)}; positive at end of sweep: {len(at_end)}")
print(f"paths kept, forward order: {len(forward)}; reverse order: {len(backward)}")
print(f"paths kept in one order but not the other: {len(forward ^ backward)}")
print(f"probability to survive the forward sweep: {survival:.6f}")
print(f"paths kept at dtau = {tiny_dtau:.0e} / t: {tiny_kept}")
print(f"Cost example: sites {sites}, electrons per spin {numbers[0]}")
print("Counts of multiplications and divisions per slice:")
print(f"merged kinetic step: {kinetic}")
print(f"new overlap matrices: {build}")
print(f"their inverses: {invert}")
print(f"heat-bath sweep: {swept}")
print(f"total: {total_cost}")
print(f"constant c per site in the sweep count: {constants[1]:.0f}")
print(f"four determinants per site instead, determinants alone: {recomputed}")
print(f"ratio of that to the heat-bath sweep: {recomputed / swept:.2f}")
print("all tests passed")
```

Output:

```
Lattice 2 x 3 open, sites: 6; electrons up, down: 3, 2
U = 4.0 t, dtau = 0.10 / t
gamma (no unit): 0.653733
factor b, spin parallel to field (no unit): 1.574178
factor b, spin opposite to field (no unit): 0.425822
free-electron energy E0: -7.242641 t
kinetic half-step factor, first (no unit): 1.436389
Worked sweep (all columns without unit):
site  random   G_up     G_down   R(+1)    R(-1)    p(+1)    x   N
  1   0.1286  0.50000  0.37500  1.00996  0.86641  0.53825  +1  0.93819
  2   0.4993  0.44424  0.27287  1.05843  0.86164  0.55125  +1  0.96004
  3   0.6015  0.44281  0.40400  0.96331  0.91873  0.51184  -1  0.94102
  4   0.0287  0.51710  0.50400  0.92160  0.90656  0.50411  +1  0.91408
  5   0.1479  0.44466  0.36959  0.98892  0.90272  0.52279  +1  0.94582
  6   0.9282  0.45893  0.34989  1.00967  0.88445  0.53305  -1  0.94706
product of N over the sweep: 0.693979
probability of this field path: 0.017824
kinetic half-step factor, last: 1.436389
weight factor of the whole slice: 1.431825
largest error of updated inverse: 2.2e-16
largest relative error, 64-path mean against exact slice: 1.3e-15
mean sweep weight over all paths: 0.692397
standard deviation of weight, heat bath: 0.012246
standard deviation of weight, uniform fields: 0.207876
smallest, largest heat-bath weight: 0.667265, 0.718410
total variation distance, sequential to joint law: 0.007153
random sweeps drawn: 4000; largest error of mean field: 0.0260
Near-node walker: largest |G| at start: 9.479
paths in all: 64; positive at end of sweep: 28
paths kept, forward order: 5; reverse order: 10
paths kept in one order but not the other: 11
probability to survive the forward sweep: 0.870757
paths kept at dtau = 1e-08 / t: 64
Cost example: sites 64, electrons per spin 25
Counts of multiplications and divisions per slice:
merged kinetic step: 204800
new overlap matrices: 80000
their inverses: 31250
heat-bath sweep: 250560
total: 566610
constant c per site in the sweep count: 15
four determinants per site instead, determinants alone: 1337600
ratio of that to the heat-bath sweep: 5.34
all tests passed
```
